\section*{How well one special displacement reproduces thermal averages in a crystal, part 1}

(Sections cited here and not found follow in the later parts.)

\section{One mode, then two}

Take one harmonic mode with mass-weighted coordinate $x$, frequency $\omega$ and Hamiltonian $\tfrac12 p^2+\tfrac12\omega^2x^2$, in Hartree atomic units. An electronic quantity $O(x)$, such as a gap, is computed with the nuclei frozen at $x$. The assumption throughout is adiabatic and harmonic: the measured value at temperature $T$ is $\langle O\rangle=\mathrm{tr}[\rho\,O(x)]$ with $\rho\propto e^{-H/kT}$ the thermal state of harmonic nuclei.

The moments of $x$ follow from one identity. Write $x=(\hat a+\hat a^\dagger)/\sqrt{2\omega}$ and $\rho\propto r^{\hat a^\dagger \hat a}$ with $r=e^{-\omega/kT}$. Acting on a number state $|n\rangle$, the product $\rho\hat a$ carries the factor $r^{n-1}$ and $\hat a\rho$ the factor $r^{n}$, so $\rho\hat a=r^{-1}\hat a\rho$, and in the same way $\rho\hat a^\dagger=r\,\hat a^\dagger\rho$. Cyclicity of the trace then gives, for any operator $A$, $\langle \hat aA\rangle=r^{-1}\langle A\hat a\rangle$ and $\langle \hat a^\dagger A\rangle=r\langle A\hat a^\dagger\rangle$. Inserting these in the commutators,
\begin{align}
\langle[\hat a,A]\rangle&=(1-r)\langle \hat aA\rangle
&&\Rightarrow& \langle \hat aA\rangle&=(\bar n+1)\langle[\hat a,A]\rangle,\\
\langle[\hat a^\dagger,A]\rangle&=(1-r^{-1})\langle \hat a^\dagger A\rangle
&&\Rightarrow& \langle \hat a^\dagger A\rangle&=-\bar n\,\langle[\hat a^\dagger,A]\rangle,
\end{align}
where $\bar n=r/(1-r)$ is the Bose occupation and $1/(1-r)=\bar n+1$. The commutators $[\hat a,x]=1/\sqrt{2\omega}$ and $[\hat a^\dagger,x]=-1/\sqrt{2\omega}$ are numbers, so for a power series $f(x)$ one has $[\hat a,f]=f'/\sqrt{2\omega}$ and $[\hat a^\dagger,f]=-f'/\sqrt{2\omega}$. Adding the two lines and dividing by $\sqrt{2\omega}$,
\begin{equation}
\langle x f(x)\rangle=\sigma^2\langle f'(x)\rangle,\qquad
\sigma^2=\frac{2\bar n+1}{2\omega}=\frac{1}{2\omega}\coth\frac{\omega}{2kT}.
\label{eq:stein}
\end{equation}
The last form uses $2\bar n+1=(1+r)/(1-r)$. With $f=1$, $x$, $x^2$, $x^3$ this gives $\langle x\rangle=0$, $\langle x^2\rangle=\sigma^2$, $\langle x^3\rangle=0$ and $\langle x^4\rangle=3\sigma^4$. With $f=e^{i\xi x}$ the characteristic function $\phi(\xi)=\langle e^{i\xi x}\rangle$ obeys $\phi'=i\langle xe^{i\xi x}\rangle=-\sigma^2\xi\phi$, so $\phi=e^{-\sigma^2\xi^2/2}$ and the distribution of $x$ is Gaussian with variance $\sigma^2$.

Two limits check the width. For $kT\ll\omega$ the hyperbolic cotangent tends to one and $\sigma^2\to1/2\omega$, the zero-point value. For $kT\gg\omega$, $\coth y=1/y+y/3+\dots$ gives
\begin{equation}
\sigma^2=\frac{kT}{\omega^2}+\frac{1}{12kT}+\dots,
\label{eq:classical}
\end{equation}
whose first term is equipartition. The program tests the formula for $\sigma^2$ against a grid diagonalization and a Boltzmann sum at $\omega=kT$ and $\omega=3kT$, to a relative $10^{-9}$.

Expand $O(x)=O_0+gx+\tfrac12hx^2+c_3x^3+c_4x^4$. The average and the value at the displaced point $x=s\sigma$, $s=\pm1$, are
\begin{align}
\langle O\rangle&=O_0+\tfrac12h\sigma^2+3c_4\sigma^4,\\
O(s\sigma)&=O_0+s\,g\sigma+\tfrac12h\sigma^2+s\,c_3\sigma^3+c_4\sigma^4 .
\end{align}
The quadratic term is reproduced exactly, for either sign, because $s^2=1$. The odd terms are wrong and change sign with $s$; the mean of $O(\sigma)$ and $O(-\sigma)$ removes them. The quartic term is too small by a factor of three, and no sign repairs it.

A second mode adds the difficulty that the rest of this notebook deals with. Independent modes have $\langle x_1x_2\rangle=\langle x_1\rangle\langle x_2\rangle=0$. For a quadratic $O$ with mixed derivative $h_{12}$,
\begin{equation}
O(s_1\sigma_1,s_2\sigma_2)-\langle O\rangle=s_1g_1\sigma_1+s_2g_2\sigma_2+s_1s_2\,h_{12}\sigma_1\sigma_2 .
\end{equation}
The cross term equals $\pm h_{12}\sigma_1\sigma_2$. It survives the reversal of both signs, and it has no partner to cancel against. Two configurations with $s_1s_2=+1$ and $-1$ cancel it on average; one configuration cannot.

\section{A finite system with $m$ modes}

For $O=O_0+\sum_\nu g_\nu x_\nu+\tfrac12\sum_{\nu\mu}h_{\nu\mu}x_\nu x_\mu$ with symmetric $h$, the average is $O_0+\tfrac12\sum_\nu h_{\nu\nu}\sigma_\nu^2$. Setting $x_\nu=s_\nu\sigma_\nu$ and joining the terms $\nu\mu$ and $\mu\nu$,
\begin{equation}
O(s\sigma)-\langle O\rangle=\sum_\nu s_\nu g_\nu\sigma_\nu+\sum_{\nu<\mu}s_\nu s_\mu\,h_{\nu\mu}\sigma_\nu\sigma_\mu .
\label{eq:finite}
\end{equation}
For each of the $2^m$ sign choices the right side is a nonzero linear form in the coefficients $(g,h)$, and it vanishes on a hyperplane. A finite union of hyperplanes has measure zero. So for generic coefficients no single configuration is exact, and for $m\ge2$ the same holds for a reversed pair, whose error is the second sum alone. The statement that signs cancel the cross terms is therefore false for a generic molecule, and it must be replaced by a statement with conditions.

A large number of modes with alternating signs is not enough either. Let all widths equal $\sigma$ and all $h_{\nu\mu}=h$, so that $O_2=\tfrac12h(\sum_\nu x_\nu)^2$. The average is $\tfrac12hm\sigma^2$; the displaced value is $\tfrac12h\sigma^2(\sum_\nu s_\nu)^2$. Alternating signs with even $m$ give zero, an error of one hundred per cent relative to the average, at every $m$. This is the form taken by a local quantity such as the squared displacement of one chosen atom, which is the square of a linear combination of all modes, here simplified to equal coefficients.

What is exact in a finite system is an average over a small set of configurations. A Hadamard matrix $\mathsf H$ of order $L$ has entries $\pm1$ and orthogonal columns, $\sum_{i}\mathsf H_{i\nu}\mathsf H_{i\mu}=L\delta_{\nu\mu}$. The Sylvester recursion
\begin{equation}
\mathsf H_1=(1),\qquad
\mathsf H_{2L}=\begin{pmatrix}\mathsf H_L&\mathsf H_L\\ \mathsf H_L&-\mathsf H_L\end{pmatrix}
\end{equation}
supplies one for every power of two: two columns from the same half have scalar product $2(\mathsf H_L^T\mathsf H_L)_{\nu\mu}$, and two from different halves have $(\mathsf H_L^T\mathsf H_L)_{\nu\mu}-(\mathsf H_L^T\mathsf H_L)_{\nu\mu}=0$. Take $L\ge m$ and use row $i$ as the signs of configuration $i$, $s_\nu=\mathsf H_{i\nu}$. The mean over rows of $s_\nu s_\mu$ is $\delta_{\nu\mu}$, so the cross terms in \eqref{eq:finite} average to zero; adding the $L$ reversed configurations removes the linear terms. The list of all $2^{m-1}$ sign patterns with $s_1=+1$ also has orthogonal columns and serves equally well, with as many rows as the smallest Sylvester matrix for $m\le3$ and more for larger $m$.

The program tests this on four modes with random dimensionless coefficients, with the average taken by Gauss--Hermite quadrature. The average is $-0.9208$. The smallest absolute error over all sixteen single configurations is $0.0740$, and over all reversed pairs $0.1252$; the mean over the four Hadamard rows and their negatives agrees with the quadrature to $10^{-12}$. The best single configuration beats the best pair because in \eqref{eq:finite} the linear sum can partly offset the cross sum, while the pair keeps the cross sum whole.

The Zacharias--Giustino construction rests on the fact that a large crystal supercell contains many nearly identical copies of this finite problem, one at each wave vector. The $L$ configurations of the Hadamard average can then be placed on $L$ neighbouring wave vectors of a single configuration.

\section{Crystal modes and their thermal covariance}

Consider $N$ cells at integer positions $p$ in $d$ dimensions with periodic boundary conditions. The index $\kappa=1,\dots,m$ labels atom and Cartesian direction within a cell, $M_\kappa$ is the mass, and $q$ runs over the $N$ commensurate wave vectors, in radians per cell. The dynamical matrix is Hermitian and obeys $\mathcal D(-q)=\mathcal D(q)^*$ because force constants are real. Its orthonormal eigenvectors $e_{\kappa\nu}(q)$, with eigenvalues $\omega_{q\nu}^2$, can therefore be chosen with $e(-q)=e(q)^*$. Write
\begin{equation}
u_{p\kappa}=\frac{1}{\sqrt{NM_\kappa}}\sum_{q\nu}e_{\kappa\nu}(q)\,e^{iq\cdot p}\,z_{q\nu}.
\label{eq:modes}
\end{equation}
Real $u$ requires $z_{-q\nu}=z_{q\nu}^*$. The wave vectors split into a set $\mathcal A$ with $q\equiv-q$ modulo a reciprocal vector (at most $2^d$ points, where $e$ and $z$ are real), a set $\mathcal B$ with one member of each remaining pair, and the mirror set $-\mathcal B$.

Using $\sum_pe^{i(q-q')\cdot p}=N\delta_{qq'}$ and the orthonormality of $e$, the kinetic energy is $\tfrac12\sum_{p\kappa}M_\kappa\dot u^2=\tfrac12\sum_{q\nu}|\dot z_{q\nu}|^2$, and the potential energy is $\tfrac12\sum_{q\nu}\omega_{q\nu}^2|z_{q\nu}|^2$. On $\mathcal A$ each $z$ is a real oscillator of unit mass. On $\mathcal B$ the points $q$ and $-q$ together contribute $|\dot z|^2+\omega^2|z|^2$. With
\begin{equation}
z_{q\nu}=\frac{x_{q\nu}+iy_{q\nu}}{\sqrt2}
\end{equation}
this becomes $\tfrac12(\dot x^2+\omega^2x^2)+\tfrac12(\dot y^2+\omega^2y^2)$, two independent unit-mass oscillators of variance $\sigma_{q\nu}^2$. Hence $\langle|z|^2\rangle=\tfrac12(\sigma^2+\sigma^2)=\sigma^2$ and $\langle z^2\rangle=\tfrac12(\sigma^2-\sigma^2)=0$, and for all $q,q'$
\begin{equation}
\langle z_{q\nu}^*z_{q'\nu'}\rangle=\delta_{qq'}\delta_{\nu\nu'}\sigma_{q\nu}^2 .
\label{eq:cov}
\end{equation}
The rigid translations, the acoustic modes at $q=0$, have $\omega=0$ and change no observable that depends only on relative positions; they are left out by setting $\sigma=0$ for them.

\section{What translation invariance removes}

Let $O(u)$ be a quantity per cell, twice differentiable at $u=0$, and unchanged when the displacement pattern is shifted by a lattice vector. Traces over bands, densities of states of the supercell and nondegenerate supercell eigenvalues are invariant in this sense; the squared displacement of one chosen atom is not. Invariance makes the first derivatives of the extensive quantity $NO$ independent of the cell, and the second derivatives dependent only on the separation:
\begin{equation}
\frac{\partial(NO)}{\partial u_{p\kappa}}=f_\kappa,\qquad
\frac{\partial^2(NO)}{\partial u_{p\kappa}\partial u_{p'\kappa'}}=\Phi_{\kappa\kappa'}(p'-p).
\end{equation}

For the linear part, insert \eqref{eq:modes} in $NO_1=\sum_{p\kappa}f_\kappa u_{p\kappa}$. The sum over $p$ gives $N\delta_{q0}$, so
\begin{equation}
O_1=\frac1{\sqrt N}\sum_\nu g_\nu z_{0\nu},\qquad g_\nu=\sum_\kappa\frac{f_\kappa e_{\kappa\nu}(0)}{\sqrt{M_\kappa}} .
\label{eq:O1}
\end{equation}
Of $Nm$ modes only the optical ones at $q=0$ contribute.

For the quadratic part, write the first factor in $NO_2=\tfrac12\sum u_{p\kappa}\Phi_{\kappa\kappa'}(p'-p)u_{p'\kappa'}$ as $u_{p\kappa}^*$, which is allowed since $u$ is real, and put $p'=p+R$:
\begin{align}
NO_2&=\frac1{2N}\sum_{q\nu,q'\nu'}z^*_{q\nu}z_{q'\nu'}\sum_{\kappa\kappa'}\frac{e^*_{\kappa\nu}(q)\,e_{\kappa'\nu'}(q')}{\sqrt{M_\kappa M_{\kappa'}}}
\sum_pe^{i(q'-q)\cdot p}\sum_R\Phi_{\kappa\kappa'}(R)e^{iq'\cdot R}\nonumber\\
&=\frac12\sum_q\sum_{\nu\nu'}z^*_{q\nu}D_{\nu\nu'}(q)z_{q\nu'} .
\end{align}
The sum over $p$ gave $N\delta_{qq'}$. With $\Phi(q)=\sum_R\Phi(R)e^{iq\cdot R}$,
\begin{equation}
O_2=\frac1{2N}\sum_q z_q^\dagger D(q)z_q,\qquad
D(q)=e(q)^\dagger M^{-1/2}\Phi(q)M^{-1/2}e(q).
\label{eq:O2}
\end{equation}
Symmetry of second derivatives, $\Phi_{\kappa\kappa'}(R)=\Phi_{\kappa'\kappa}(-R)$, makes $\Phi(q)$ and $D(q)$ Hermitian; reality of $\Phi(R)$ and $e(-q)=e(q)^*$ give $D(-q)=D(q)^*$. The number of independent cross terms has fallen from order $(Nm)^2$ to order $Nm^2$: only different branches at the same $\pm q$ couple. By \eqref{eq:cov},
\begin{equation}
\langle O_1\rangle=0,\qquad\langle O_2\rangle=\frac1{2N}\sum_{q\nu}D_{\nu\nu}(q)\,\sigma_{q\nu}^2 .
\label{eq:avg}
\end{equation}

The special displacement sets $z_{q\nu}=S_{q\nu}\sigma_{q\nu}$ with $S=\pm1$ and $S_{-q\nu}=S_{q\nu}$, as reality demands. For real $z$ the terms $\nu\nu'$ and $\nu'\nu$ in \eqref{eq:O2} add to $(D_{\nu\nu'}+D_{\nu\nu'}^*)z_\nu z_{\nu'}=2\,\mathrm{Re}D_{\nu\nu'}z_\nu z_{\nu'}$. The diagonal terms equal \eqref{eq:avg} because $S^2=1$. The error of the quadratic part, measured against the thermal average in the same supercell, is exactly
\begin{equation}
\epsilon\equiv O_2(S\sigma)-\langle O_2\rangle=\frac1N\sum_q\sum_{\nu<\nu'}S_{q\nu}S_{q\nu'}F_{\nu\nu'}(q),\qquad
F_{\nu\nu'}=\sigma_{q\nu}\sigma_{q\nu'}\,\mathrm{Re}D_{\nu\nu'}(q),
\label{eq:eps}
\end{equation}
with $F(-q)=F(q)$.

Two limits can be read off. With one branch there are no pairs and $\epsilon=0$ at every $N$, whatever the signs. If $O$ is the harmonic potential energy per cell itself, $D$ is diagonal with entries $\omega^2$, and again $\epsilon=0$. More generally, the cross terms vanish whenever $D(q)$ is diagonal, that is, when the mass-weighted Hessian of $O$ shares the eigenvectors $e_\nu(q)$ of the dynamical matrix. The converse does not hold: a purely imaginary $D_{\nu\nu'}(q)$ also gives no error, because only its real part enters \eqref{eq:eps}.

A phase common to all branches at one wave vector drops out of \eqref{eq:O2}: replacing $z_{q\nu}$ by $e^{i\theta_q}z_{q\nu}$ with $\theta_{-q}=-\theta_q$ leaves $z_q^\dagger Dz_q$ unchanged. On $\mathcal A$ the phase can only be a sign. This relates the complex coordinates to one form of the literal prescription that every real mode is displaced by plus or minus its width. The choice $x=y=S\sigma$ gives $z=S\sigma(1+i)/\sqrt2=S\sigma e^{i\pi/4}$, which differs from $z=S\sigma$ by a common phase and has the same $O_2$. The real choice corresponds to $x=\sqrt2S\sigma$, $y=0$. The equivalence needs the relative sign of $x$ and $y$ to be the same for all branches at a given $q$. If one branch has $x=y$ and another $x=-y$, then $z_{q\nu}^*z_{q\nu'}=\mp i\sigma_{q\nu}\sigma_{q\nu'}$, the cross term carries $\mathrm{Im}D_{\nu\nu'}$ in place of $\mathrm{Re}D_{\nu\nu'}$, and \eqref{eq:eps} and the results drawn from it do not describe that configuration.

For a lattice-periodic observable, the quadratic error of the special displacement has been reduced to cross terms between different branches at the same $\pm q$. It remains to choose signs that make these terms cancel in a large supercell, and to test the result on models.
